# Quadratic Inverse Permittivity from a Gaussian Spread of Ferroelectric Transition Temperatures

Take a solid made of many regions, each with its own ferroelectric transition temperature $T_c$. Let these temperatures fill the interval from $\bar T-W$ to $\bar T+W$ evenly, and give each region the peaked susceptibility $C/(|T-T_c|+a)$, where $C$ is a Curie constant and $a>0$ is a small temperature that keeps the peak finite. If all regions feel the same field, the measured susceptibility is the mean over regions. With $t=T-\bar T$ and $|t|<W$, the regions with $T_c<T$ and those with $T_c>T$ contribute one logarithm each:

$$\chi(t)=\frac{C}{2W}\left[\int_0^{W+t}\frac{du}{u+a}+\int_0^{W-t}\frac{du}{u+a}\right]=\frac{C}{2W}\ln\frac{(W+a)^2-t^2}{a^2}.$$

The sharp local peaks have merged into one smooth maximum at $t=0$. Write $L=\ln[(W+a)^2/a^2]$, so that the maximum is $\chi_m=CL/2W$. For small $t$ the logarithm is $L-t^2/(W+a)^2$, and therefore

$$\frac1{\chi}\simeq\frac1{\chi_m}\left[1+\frac{t^2}{L(W+a)^2}\right].$$

The inverse response is quadratic near the maximum, although every region obeys a law linear in temperature. The formula also carries a warning: as $a\to0$, $L$ grows without limit and the average diverges. Both features survive when the even distribution is replaced by a Gaussian and the peak by a response derived from a free energy.

The divergence comes first, because it decides what may be averaged. Let $g$ be the Gaussian density of $T_c-\bar T$,

$$g(x)=\frac{1}{\sqrt{2\pi}\,s}\,e^{-x^2/2s^2},$$

with standard deviation $s$, and let $u=T-T_c$ be the distance of a region from its own transition. Then $T_c-\bar T=t-u$. Average the bare Curie-Weiss response $C/|u|$ with the interval $|u|<\eta$ removed. Within a fixed distance $U$ of the transition, write $g(t-u)=g(t)+[g(t-u)-g(t)]$. The bracket is of order $u$, so its contribution stays finite as $\eta\to0$. The first term gives

$$2C\,g(t)\int_\eta^U\frac{du}{u}=2C\,g(t)\ln\frac U\eta .$$

Since $g(t)$ is nowhere zero, the average is infinite at every temperature. A smooth distribution does not cure a $1/|u|$ singularity. The quadratic law can be derived only after the local response has been made finite.

A first-order transition does this by itself, since it occurs before the Curie-Weiss divergence is reached. Take one polarization component $P$ along the field $E$ and the Landau energy density

$$f=\tfrac12\alpha(T-T_0)P^2-\tfrac14\beta P^4+\tfrac16\gamma P^6-EP,\qquad \alpha,\beta,\gamma>0 .$$

Equilibrium requires $E=\alpha(T-T_0)P-\beta P^3+\gamma P^5$. With $\varepsilon_0\chi=dP/dE$ at zero field,

$$\frac{1}{\varepsilon_0\chi}=\alpha(T-T_0)-3\beta P^2+5\gamma P^4 .$$

In the nonpolar phase $P=0$, so $\chi=C/(T-T_0)$ with $C=1/(\varepsilon_0\alpha)$.

The transition lies where a polar minimum has the same energy as $P=0$. Put $q=P^2$. Stationarity and equal energy, the latter multiplied by $2/q$, read

$$\alpha(T_c-T_0)-\beta q+\gamma q^2=0,\qquad \alpha(T_c-T_0)-\tfrac12\beta q+\tfrac13\gamma q^2=0 .$$

Subtracting gives $\tfrac12\beta q=\tfrac23\gamma q^2$, hence $q=3\beta/4\gamma$. Inserting this in the first equation gives the gap between the transition and the Curie-Weiss temperature,

$$a\equiv T_c-T_0=\frac{1}{\alpha}\left(\frac{3\beta^2}{4\gamma}-\frac{9\beta^2}{16\gamma}\right)=\frac{3\beta^2}{16\alpha\gamma}.$$

Above the transition $T-T_0=u+a$. Below it, the polar minimum is the larger root of the stationarity condition,

$$q=\frac{\beta+\sqrt{\beta^2-4\alpha\gamma(u+a)}}{2\gamma}=\frac{\beta(1+w)}{2\gamma},\qquad w=\tfrac12\sqrt{1-3u/a},$$

because $4\alpha\gamma(u+a)=\tfrac34\beta^2(1+u/a)$. To find the stiffness, replace $\alpha(T-T_0)$ by $\beta q-\gamma q^2$:

$$\frac1{\varepsilon_0\chi}=-2\beta q+4\gamma q^2=2q(2\gamma q-\beta)=\frac{\beta^2}{\gamma}w(1+w)=\frac{16\alpha a}{3}w(1+w).$$

Adding a constant background $\varepsilon_b$, the local relative permittivity is

$$K(u)=\varepsilon_b+\begin{cases}\dfrac{C}{u+a}, & u>0,\\[2mm] \dfrac{3C}{16a\,w(1+w)}, & u<0.\end{cases}$$

Just above $T_c$ the susceptibility is $C/a$. Just below, $w=\tfrac12$ and it is $C/4a$. Far below, $w^2\simeq3|u|/4a$ dominates and it tends to $C/4|u|$. On both sides $K$ falls as one moves away from the transition. This assumes that each region is in its equilibrium phase, so thermal hysteresis is left out, as is the motion of domain walls.

The macroscopic average also needs a geometry. Let the regions be columns running from one electrode to the other. They share the field and their charges add, so permittivities add in proportion to volume. This neglects elastic and electrostatic coupling between columns. In layers stacked along the field, inverse permittivities would add instead, and the position, height and width of the maximum would differ from those found below. With $a$, $C$ and $\varepsilon_b$ common to all regions,

$$\varepsilon(t)=\int_{-\infty}^{\infty}g(t-u)\,K(u)\,du .$$

Since $K$ is bounded and all derivatives of $g$ are integrable, $\varepsilon$ is smooth even though $K$ jumps.

Smoothness alone does not guarantee a single maximum, nor that its curvature is nonzero. Both follow from the shape of $K$. In $\varepsilon'(t)$ the derivative acts on $g(t-u)$, where $\partial_t=-\partial_u$. Integrating by parts separately for $u<0$ and $u>0$ moves the derivative onto $K$ and leaves a boundary term from the jump $J=K(0^+)-K(0^-)=3C/4a$:

$$\varepsilon'(t)=J\,g(t)+\int_{u\ne0}g(t-u)K'(u)\,du .$$

Now $g(t-u)=g(t)\,e^{ut/s^2-u^2/2s^2}$, so that $\varepsilon'(t)=g(t)H(t)$ with

$$H(t)=J+\int_{u\neq0}e^{ut/s^2-u^2/2s^2}K'(u)\,du .$$

Differentiating $H$ removes $J$ and brings down a factor $u/s^2$. Because $K'>0$ for $u<0$ and $K'<0$ for $u>0$, the product $uK'$ is negative on both sides, and $H'(t)<0$ everywhere. For $t\to+\infty$ the exponential favours $u>0$ and $H\to-\infty$; for $t\to-\infty$ it favours $u<0$ and $H\to+\infty$. Thus $H$, and with it $\varepsilon'$, vanishes at one temperature $T_m=\bar T+t_m$ and changes there from positive to negative. At that point $\varepsilon''=g'H+gH'=gH'$, or

$$\varepsilon''(t_m)=\frac1{s^2}\int_{u\neq0}u\,g(t_m-u)K'(u)\,du<0 .$$

The quadratic law now follows by inversion. Let $x=T-T_m$ and $\varepsilon_m=\varepsilon(t_m)$. From $\varepsilon\simeq\varepsilon_m-\tfrac12|\varepsilon''|x^2$,

$$\frac1\varepsilon=\frac1{\varepsilon_m}\left[1+\frac{x^2}{2\delta^2}+O(x^3)\right],\qquad \delta^2=\frac{\varepsilon_m}{|\varepsilon''(t_m)|}.$$

The length $\delta$ on the temperature axis, the diffuseness, is what a parabola fitted to $1/\varepsilon$ would yield in a sufficiently narrow temperature window around the maximum. Its relation to $s$ becomes clear when the Gaussian is expanded instead of $K$. Let $\langle\cdots\rangle$ denote the mean over regions at $T_m$ with weight $g(t_m-u)K(u)$, which counts each region by its share of the permittivity. Put $v=u-t_m$. Shifting the temperature by $x$ multiplies the density by

$$\frac{g(t_m+x-u)}{g(t_m-u)}=\exp\left[-\frac{(x-v)^2-v^2}{2s^2}\right]=e^{-x^2/2s^2}\,e^{xv/s^2},$$

and hence

$$\frac{\varepsilon(t_m+x)}{\varepsilon_m}=e^{-x^2/2s^2}\left\langle e^{xv/s^2}\right\rangle .$$

The term linear in $x$ is $\langle v\rangle x/s^2$. It must vanish at a maximum, so $T_m-\bar T=\langle u\rangle$. With $\mu_n=\langle v^n\rangle$, the quadratic term is $-x^2/2s^2+\mu_2x^2/2s^4$, and comparison with $-x^2/2\delta^2$ gives

$$\frac1{\delta^2}=\frac1{s^2}\left(1-\frac{\mu_2}{s^2}\right).$$

Since $\mu_2>0$, $\delta$ exceeds $s$ in this model: the permittivity curve is broader than the distribution of transition temperatures, because each region also responds away from its own transition. The negative curvature already proved ensures $\mu_2<s^2$, so $\delta$ is real.

The maximum is also displaced from the mean transition temperature. For $u>0$, the denominator of the susceptibility at $-u$, with $C$ in the numerator, is

$$\frac{16a}{3}(w^2+w)=4u+\frac{4a}{3}+\frac{8a}{3}\sqrt{1+\frac{3u}{a}}\;\ge\;4(u+a),$$

which is larger than $u+a$. Hence $K(u)>K(-u)$. At $t=0$ the derivative of the Gaussian then gives

$$\varepsilon'(0)=\frac1{s^2}\int_0^\infty u\,g(u)\,[K(u)-K(-u)]\,du>0 ,$$

so the maximum lies above $\bar T$. With the polarization confined to the field direction, nonpolar regions are dielectrically softer than polar ones at the same distance from the transition, and the peak occurs while more than half of the regions are still nonpolar.

The next terms determine how far the parabola can be trusted. Expanding both exponentials to fourth order,

$$\frac{\varepsilon}{\varepsilon_m}=1-\frac{x^2}{2\delta^2}+\frac{\mu_3}{6s^6}x^3+\frac{\mu_4-6\mu_2s^2+3s^4}{24s^8}x^4+\dots$$

In the inverse, $1/(1-y)=1+y+y^2+\dots$ reverses the signs of these terms and adds the square of the quadratic one. Thus

$$\frac{\varepsilon_m}{\varepsilon}=1+\frac{x^2}{2\delta^2}+c_3x^3+c_4x^4+\dots,$$

$$c_3=-\frac{\mu_3}{6s^6},\qquad c_4=\frac1{4\delta^4}-\frac{\mu_4-6\mu_2s^2+3s^4}{24s^8}.$$

The cubic term measures the skewness of the contributing regions and makes the two flanks unequal.

For numbers, take round model parameters: $\bar T=300$ K, $s=20$ K, $a=5$ K, $C=10^5$ K and $\varepsilon_b=10$. Kelvin is the natural unit here. A single region has permittivity $10+10^5/5=20010$ just above its transition and $10+10^5/20=5010$ just below. The average peaks at only $\varepsilon_m=4412$, since few regions are near their transitions at any one temperature. The maximum lies at $T_m=310.8$ K, which is 10.8 K above the mean.

The weighted variance is $\mu_2=168.3\ \mathrm{K^2}$, so $\mu_2/s^2=168.3/400=0.421$ and

$$\delta=\frac{20\ \mathrm K}{\sqrt{1-0.421}}=26.3\ \mathrm K .$$

The curvature gives the same: $\varepsilon''=-6.389\ \mathrm{K^{-2}}$ and $\sqrt{4412/6.389}\ \mathrm K=26.3$ K. Reading $\delta$ directly as the spread of transition temperatures would overestimate $s$ by 31%. Finite differences of the directly averaged curve were tested against the moment formulas for $T_m$, $\delta$, $c_3$ and $c_4$, and agree.

At $x=-\delta/2$ the full inverse permittivity is $2.587\times10^{-4}$ and the parabola gives $2.550\times10^{-4}$, which is 1.4% too low relative to the full value. At $x=+\delta/2$ it is 0.5% too high. These small percentages flatter the law, because most of $1/\varepsilon$ is the constant $1/\varepsilon_m=2.267\times10^{-4}$. Measured against the rise above that constant, the error at $-\delta/2$ is

$$\frac{2.550-2.587}{2.587-2.267}\simeq-12\%.$$

At $x=-\delta$ the parabola is 12% below the full $1/\varepsilon$ itself, while at $+\delta$ it is 1.9% above.

The cubic and quartic terms account for most of the parabola's error at $\pm\delta/2$. In units of $\delta$ they are $c_3\delta^3=-0.078$ and $c_4\delta^4=0.086$. For $x=-\delta/2$ both raise the inverse, by $0.0097+0.0054=0.015$ in units of $1/\varepsilon_m$. For $x=+\delta/2$ they partly cancel, leaving $-0.0097+0.0054=-0.004$. At $x=+\delta$ their sum is $+0.008$, which would put the parabola below the full curve, whereas it is above. Terms beyond the fourth therefore matter at one diffuseness from the peak, and the law is best confined to a fraction of $\delta$.

The limit of a small gap, $a\ll s$, shows what the Gaussian contributes. For $u>0$ the singular part of the average is $C g(t)\ln(1/a)$, by the argument used for the bare response. For $u<0$ the tail $C/4|u|$ gives a quarter of this. The range $|u|\sim a$, where the tail form fails, adds an amount that stays finite, as the substitution $|u|=az$ shows. Hence

$$\varepsilon(t)=\tfrac54\,C\,g(t)\ln\frac sa+\text{terms finite as }a\to0 .$$

Once $a$ is far below $s$, each further tenfold reduction adds nearly $\tfrac54Cg(t)\ln10$ near the top of the curve. At the mean transition temperature this is 5741.2, and direct integration at a minute gap gives 5741.1. At any fixed $t$ the logarithm dominates in the end, so the permittivity there becomes proportional to $g(t)$, and $\delta\to s$. On the flanks, where $g$ is small, this takes a far smaller gap than near the top.

The approach is slow. In $\mu_2$ the factor $u^2$ removes the singularity, so with $t_m\to0$ and $\varepsilon_b$ neglected the numerator tends to $\tfrac54C\int_0^\infty u\,g(u)\,du=\tfrac54Cs/\sqrt{2\pi}$. The denominator is $\tfrac54C\ln(s/a)/(\sqrt{2\pi}\,s)$. To leading order in $1/\ln(s/a)$,

$$\frac{\mu_2}{s^2}\simeq\frac1{\ln(s/a)},\qquad \frac{\delta^2}{s^2}\simeq1+\frac1{\ln(s/a)} .$$

For $a=0.001$ K this gives $\delta/s\simeq1.05$, against the computed 1.055. Even a gap of 0.1 K leaves $\delta$ 11% above $s$. In the even distribution of the opening example, the same limit gives $\delta^2=\tfrac12L(W+a)^2\to\infty$: the curve again copies the distribution, which there has a flat top.

The opposite limit, $s\ll a$, describes a nearly homogeneous crystal. The average is then a slightly smeared step from $C/4a$ up to $C/a$, followed by the Curie-Weiss decline. The maximum sits where the last of the rising step balances the decline. If $t_m$ is several times $s$, nearly all regions are nonpolar there, and $\varepsilon'=0$ becomes

$$\frac{3C}{4a}\,g(t_m)\simeq\frac{C}{a^2},\qquad t_m\simeq s\sqrt{2\ln\frac{3a}{4\sqrt{2\pi}\,s}} .$$

The curvature comes mainly from the step, $\varepsilon''\simeq\tfrac{3C}{4a}g'(t_m)=-(t_m/s^2)\,C/a^2$. With $\varepsilon_m\simeq C/a$ this gives $\delta\simeq s\sqrt{a/t_m}$, which is much larger than $s$ when $a\gg t_m$. The third derivative is about $\tfrac{3C}{4a}g''(t_m)\simeq(t_m^2/s^4)\,C/a^2$, so the cubic term is a fraction $t_m|x|/3s^2$ of the quadratic one. The parabola therefore holds only for $|x|\ll s^2/t_m$, a range smaller than $s$ and far smaller than $\delta$. The inverse is still quadratic at the very top, but the law no longer describes a useful part of the curve.

Far above the distribution, for $t\gg s$, the regions in the polar phase are negligibly few. Put $X=t+a$ and $y=T_c-\bar T$, and expand the nonpolar response in $y/X$. With $\overline{y}=0$ and $\overline{y^2}=s^2$,

$$\varepsilon-\varepsilon_b\simeq C\,\overline{\frac{1}{X-y}}\simeq\frac CX\left(1+\frac{s^2}{X^2}\right),\qquad \frac1{\varepsilon-\varepsilon_b}\simeq\frac XC\left(1-\frac{s^2}{X^2}\right).$$

At 500 K, $X=205$ K and $s^2/X^2=0.0095$. The Curie-Weiss line gives $2.050\times10^{-3}$ and the corrected expression $2.030\times10^{-3}$, equal to the full average to the digits shown. The inverse of $\varepsilon-\varepsilon_b$ thus returns to linear growth, and a quadratic law extended over the whole high-temperature flank would contradict the model that produced it.

What, then, does an observed quadratic inverse permittivity establish? Near the peak, very little about the distribution: any smooth maximum with nonzero curvature has a quadratic inverse, and the even distribution produced one as well. The Gaussian enters through the relation between $\delta$ and $s$ and through the higher coefficients. A permittivity that was itself Gaussian, $\varepsilon_m e^{-x^2/2\delta^2}$, would have $c_3=0$ and $c_4\delta^4=\tfrac18$; the values found here, $-0.078$ and $0.086$, differ from both. The average is also static. It describes a diffuse transition, but the dependence of $T_m$ on measuring frequency that marks a relaxor requires a polarization that lags behind the field, and this model contains no relaxation times. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
mean transition temperature: 300.0 K
spread s: 20.0 K
gap a: 5.0 K
Curie constant: 100000 K
background permittivity: 10.0
local permittivity just above Tc: 20010.0
local permittivity just below Tc: 5010.0
T_m from moments: 310.7591 K
T_m from direct curve: 310.7591 K
shift T_m - mean: 10.7591 K
maximum permittivity: 4411.529
inverse permittivity at maximum: 2.266788e-04
weighted variance of u: 168.283 K^2
delta from moments: 26.2773 K
delta from finite differences: 26.2773 K
second derivative of permittivity: -6.38892 K^-2
same from slope of local response: -6.38892 K^-2
quadratic coefficient of 1/eps: 1.64142e-07 K^-2
c3: -4.2958e-06 K^-3;  c3*delta^3: -0.07795
c4: 1.8080e-07 K^-4;  c4*delta^4: 0.08620
offset/delta, T (K), 1/eps full, 1/eps quadratic, quad/full-1 (%)
-1.00  284.48  3.87629e-04  3.40018e-04  -12.283
-0.50  297.62  2.58734e-04  2.55014e-04  -1.438
-0.25  304.19  2.34124e-04  2.33762e-04  -0.154
+0.25  317.33  2.33555e-04  2.33762e-04  +0.089
+0.50  323.90  2.53769e-04  2.55014e-04  +0.491
+1.00  337.04  3.33616e-04  3.40018e-04  +1.919
gap 5 K: delta/s = 1.3139
gap 1 K: delta/s = 1.1852
gap 0.1 K: delta/s = 1.1075
gap 0.001 K: delta/s = 1.0553
gain per decade of gap at mean Tc, computed: 5741.06
gain per decade of gap at mean Tc, log law: 5741.24
bare response, gain per decade of cutoff: 9185.99
far temperature: 500.0 K
far inverse susceptibility, full: 2.030097e-03
far inverse susceptibility, corrected line: 2.030488e-03
far inverse susceptibility, Curie-Weiss line: 2.050000e-03
```
